# Bethe's Stopping Logarithm for Hydrogen and Bloch's Correction

A bare ion of charge $60e$ crosses atomic hydrogen at 20 times the atomic unit of velocity. Bethe's formula then overestimates the energy loss by 30% relative to the result proved below. Bohr's classical formula nearly agrees with that result for this ion, but for a proton at the same speed it exceeds it by 33%. One expression covers both cases, and its proof shows why joining distant and close collisions at a fixed momentum transfer hides the difference.

## Setting and theorem

A point charge $ze$, too heavy to be deflected, moves at speed $v$ past hydrogen in its ground state $|0\rangle$. The nucleus is fixed, relativity is neglected and electron capture is excluded. Put

$$e'^2=\frac{e^2}{4\pi\varepsilon_0},\quad v_0=\frac{e'^2}{\hbar},\quad a_0=\frac{\hbar^2}{me'^2},\quad k=\frac{mv}{\hbar},\quad \eta=\frac{ze'^2}{\hbar v}.$$

With $\hbar\omega_n=E_n-E_0$, define the dipole oscillator strengths $f_n=2m\omega_n|x_{n0}|^2/\hbar$ and the mean excitation energy $I$ by $\ln I=\sum_n f_n\ln(\hbar\omega_n)$. Sums over $n$ include the continuum. The stopping cross section $S$ is the energy given to the electron, integrated over impact parameter.

**Theorem.** For $v\gg v_0$ and $z(v_0/v)^2\ll1$, to leading order,

$$S=\frac{4\pi z^2e'^4}{mv^2}L,\qquad L=\ln\frac{2mv^2}{I}+\psi(1)-\operatorname{Re}\psi(1+i\eta), \tag{1}$$

where $\psi$ is the digamma function. For $\eta\to0$ this is Bethe's logarithm. For $\eta\gg1$, with $I=\hbar\omega$,

$$L\to\ln\frac{2e^{-\gamma}mv^3}{ze'^2\omega},\qquad \gamma=-\psi(1), \tag{2}$$

which is Bohr's formula.

The second condition is sufficient for collisions at impact parameters near $v/\omega_n$ to be weak. Since $\eta=zv_0/v$, the classical regime within it is $\sqrt z\ll v/v_0\ll z$.

## Bethe's logarithm: joining in momentum transfer

**Lemma 1 (sum rule).** Let $F_n(\mathbf q)=\langle n|e^{i\mathbf q\cdot\mathbf r}|0\rangle$ and $f_n(q)=2m\omega_n|F_n|^2/(\hbar q^2)$, summed over degenerate final states. Then $\sum_nf_n(q)=1$ for every $q$.

*Proof.* The exponential shifts momentum, $e^{-i\mathbf q\cdot\mathbf r}\mathbf p\,e^{i\mathbf q\cdot\mathbf r}=\mathbf p+\hbar\mathbf q$, and commutes with the potential. Hence, by completeness,

$$\sum_n\hbar\omega_n|F_n|^2=\Big\langle0\Big|H_0-E_0+\frac{\hbar\mathbf q\cdot\mathbf p}{m}+\frac{\hbar^2q^2}{2m}\Big|0\Big\rangle=\frac{\hbar^2q^2}{2m},$$

because $\langle\mathbf p\rangle=0$. Division by the right side gives the claim. It also shows that a sudden kick $\Delta\mathbf p$ of any strength raises the mean energy by $\Delta p^2/2m$. $\square$

**Lemma 2 (first Born approximation).** To first order in the projectile's field,

$$L_{\rm B}=\sum_n\int_{\omega_n/v}^\infty\frac{dq}{q}f_n(q). \tag{3}$$

*Proof.* The projectile is at $\mathbf R=\mathbf b+\mathbf vt$. Its interaction with the nucleus causes no electronic transition. Its attraction on the electron is

$$-\frac{ze'^2}{|\mathbf r-\mathbf R|}=-ze'^2\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}e^{i\mathbf q\cdot(\mathbf r-\mathbf R)}.$$

In the first-order amplitude the time integral gives $2\pi\delta(\omega_n-\mathbf q\cdot\mathbf v)$. This fixes $q_\parallel=\omega_n/v$ and leaves a factor $2\pi/v$:

$$a_n(\mathbf b)=\frac{i\eta}{\pi}\int d^2q_\perp\,e^{-i\mathbf q_\perp\cdot\mathbf b}\frac{F_n(\mathbf q)}{q^2}.$$

Parseval's theorem in two dimensions supplies $(2\pi)^2$. With $q_\perp dq_\perp=q\,dq$,

$$\sigma_n=\int d^2b\,|a_n|^2=4\eta^2\int d^2q_\perp\frac{|F_n|^2}{q^4}=8\pi\eta^2\int_{\omega_n/v}^\infty\frac{dq}{q^3}|F_n|^2. \tag{4}$$

Now form $S=\sum\hbar\omega_n\sigma_n$ and insert $\hbar\omega_n|F_n|^2=\hbar^2q^2f_n(q)/2m$. The prefactor is $4\pi\eta^2\hbar^2/m=4\pi z^2e'^4/(mv^2)$, and (3) remains. $\square$

**Proposition 1 (Bethe).** For $v\gg v_0$, $L_{\rm B}=\ln(2mv^2/I)$ up to terms of order $(v_0/v)^2$.

*Proof.* Choose $q_0$ with $\omega_n/v\ll q_0\ll1/a_0$ for the transitions that carry the dipole strength. This is possible because $\omega_n/v\sim(v_0/v)/a_0$.

For $q<q_0$, expanding the exponential gives $f_n(q)=f_n+O(q^2a_0^2)$, so

$$L_{<}=\sum_nf_n\int_{\omega_n/v}^{q_0}\frac{dq}{q}=\sum_nf_n\ln\frac{q_0v}{\omega_n}. \tag{5}$$

The error does not grow with $q_0$. Both $f_n(q)$ and $f_n$ sum to one, so the integral of $\sum_n[f_n(q)-f_n]/q$ from zero to $q_0$ vanishes. What is left is minus the part from zero to $\omega_n/v$, of order $(\omega_na_0/v)^2\sim(v_0/v)^2$.

For $q>q_0$, (3) admits the states with $\omega_n<qv$. At $q\gg1/a_0$ the electron responds as a free particle of initial momentum $\mathbf p$, with $\hbar\omega\simeq\hbar^2q^2/2m+\hbar\mathbf q\cdot\mathbf p/m$. The condition becomes $q<2(k-p_q/\hbar)$, where $p_q$ is the component of $\mathbf p$ along $\mathbf q$. Since $\langle p_q\rangle=0$, the spread alters the mean logarithm at order $\langle p_q^2\rangle/(mv)^2\sim(v_0/v)^2$. To this order the integral may therefore be taken with the full strength below $q=2k$ and none above, and Lemma 1 gives

$$L_{>}=\int_{q_0}^{2k}\frac{dq}{q}=\ln\frac{2mv}{\hbar q_0}. \tag{6}$$

In the sum of (5) and (6), $q_0$ cancels and $\sum f_n\ln(2mv^2/\hbar\omega_n)=\ln(2mv^2/I)$. $\square$

The upper limit $2k$ comes from the electron's recoil; a heavy projectile sets none of its own. Numerical integration of (3) with the full hydrogen strengths lies below Bethe's logarithm by 0.044, 0.0104 and 0.0025 at $v/v_0=5,10,20$. Multiplied by $(v/v_0)^2$, these gaps are 1.10, 1.04 and 1.01, as a correction of order $(v_0/v)^2$ requires.

## Beyond Born: joining in impact parameter

Choose $b_0$ with

$$a_0,\ \frac1k,\ \frac{\eta}{k}\ \ll\ b_0\ \ll\ \frac{v}{\omega_n}. \tag{7}$$

Outside $b_0$ the field is uniform across the atom. Inside, the collision is too brief for binding to act.

**Lemma 3 (distant collisions).** With $\xi_n=\omega_nb_0/v$, the region $b>b_0$ contributes

$$L_{\rm far}=\sum_nf_n\,\xi_nK_0(\xi_n)K_1(\xi_n)\ \to\ \sum_nf_n\ln\frac{2e^{-\gamma}v}{\omega_nb_0}. \tag{8}$$

*Proof.* The nuclear term cancels the monopole, leaving $-ze'^2\,\mathbf r\cdot\mathbf R/R^3$. Start from

$$\int_{-\infty}^{\infty}\frac{e^{i\omega t}dt}{\sqrt{b^2+v^2t^2}}=\frac2vK_0\!\left(\frac{\omega b}{v}\right).$$

Differentiating with respect to $b$, with $K_0'=-K_1$, gives the transverse component. Integrating by parts, with $vt/R^3=-v^{-1}d(1/R)/dt$, gives the parallel one:

$$\int\frac{b\,e^{i\omega t}}{R^3}dt=\frac{2\omega}{v^2}K_1,\qquad \int\frac{vt\,e^{i\omega t}}{R^3}dt=\frac{2i\omega}{v^2}K_0.$$

Summed over degenerate final states, each Cartesian component has $|x_{n0}|^2=\hbar f_n/(2m\omega_n)$, and cross terms vanish by symmetry. With $\xi=\omega_nb/v$ in each term, the mean energy transfer is

$$T(b)=\sum_n\hbar\omega_n\frac{z^2e'^4}{\hbar^2}\frac{4\omega_n^2}{v^4}\frac{\hbar f_n}{2m\omega_n}(K_0^2+K_1^2)=\frac{2z^2e'^4}{mv^2b^2}\sum_nf_n\xi^2(K_0^2+K_1^2).$$

Integrate with $2\pi b\,db$. Since $K_1'=-K_0-K_1/\xi$, one has $d(\xi K_0K_1)/d\xi=-\xi(K_0^2+K_1^2)$, which gives the first form in (8). The second follows from $K_0\to\ln(2/\xi)-\gamma$ and $\xi K_1\to1$. $\square$

First-order theory suffices here for two reasons. For $b\ll v/\omega$ the kick is $\Delta p=2ze'^2/(bv)$, and $T(b)$ reduces to $\Delta p^2/2m$, which Lemma 1 gives for any strength. For $b\sim v/\omega$ the expansion parameter is $\Delta p\,a_0/\hbar\sim\eta\omega a_0/v\sim z(v_0/v)^2$, small by assumption.

**Lemma 4 (close collisions).** The region $b<b_0$ contributes

$$L_{\rm close}=\sum_{n=1}^{kb_0}\frac{n}{n^2+\eta^2}\ \to\ \ln(kb_0)-\operatorname{Re}\psi(1+i\eta). \tag{9}$$

*Proof.* In the projectile's frame the electron arrives with speed $v$ and is deflected elastically through $\theta$. Its momentum change satisfies $\Delta p^2=2m^2v^2(1-\cos\theta)$. The term $\mathbf p\cdot\Delta\mathbf p/m$ from its initial motion averages to zero at leading order. The mean energy gain is thus $mv^2(1-\cos\theta)$, and $S=mv^2\sigma_{\rm tr}$ with $\sigma_{\rm tr}=\int(1-\cos\theta)\,d\sigma$.

*Partial waves.* Write the scattering amplitude as $k^{-1}\sum(2l+1)A_lP_l$, $A_l=(e^{2i\delta_l}-1)/2i$. Orthogonality gives

$$\int d\sigma=\frac{4\pi}{k^2}\sum_l(2l+1)|A_l|^2=\frac{4\pi}{k^2}\sum_l(l+1)\big(|A_l|^2+|A_{l+1}|^2\big).$$

The recurrence $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$ couples neighbours:

$$\int\cos\theta\,d\sigma=\frac{4\pi}{k^2}\sum_l(l+1)\,2\operatorname{Re}(A_lA_{l+1}^*).$$

The difference contains $|A_l-A_{l+1}|^2=\sin^2(\delta_l-\delta_{l+1})$, so

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{10}$$

*Coulomb phases.* Let $\nu=-\eta$ for attraction and $x=kr$. The radial equation is $u_l''+[1-2\nu/x-l(l+1)/x^2]u_l=0$. Put $n=l+1$ and $W=n/x+\nu/n$. Then

$$W^2\pm W'=\frac{n(n\mp1)}{x^2}+\frac{2\nu}{x}+\frac{\nu^2}{n^2}.$$

The upper sign belongs to $(d/dx+W)(-d/dx+W)$, which is the radial operator for $l$ plus a constant. The lower sign belongs to the reversed product, the operator for $l+1$ plus the same constant. Hence $(W-d/dx)u_l$ solves the equation for $l+1$. It stays finite at the origin and is therefore the regular solution. At large $x$, $u_l\to\sin\Phi$ with $\Phi=x-\nu\ln2x-l\pi/2+\delta_l$, and

$$\frac{\nu}{n}\sin\Phi-\cos\Phi=\sqrt{1+\frac{\nu^2}{n^2}}\,\sin\!\Big(\Phi-\frac\pi2+\arctan\frac{\nu}{n}\Big).$$

The shift $-\pi/2$ is the change in $-l\pi/2$. Thus $\delta_{l+1}-\delta_l=\arctan(\nu/n)$, whose squared sine is $\eta^2/(n^2+\eta^2)$ for either sign of charge.

*Cutoff.* Since $mv^2\cdot4\pi\eta^2/k^2=4\pi z^2e'^4/(mv^2)$, each $n$ adds $n/(n^2+\eta^2)$ to $L$. At large $n$ this is $1/n$; with $n=kb$ it equals $db/b$, the sudden limit of Lemma 3. The parts therefore join smoothly at $N=kb_0$, and an uncertainty of order one in $N$ costs $O(1/N)$. Finally, $\psi(w+1)=\psi(w)+1/w$ gives

$$\sum_{n=1}^N\frac{n}{n^2+\eta^2}=\operatorname{Re}\sum_{n=1}^N\frac1{n+i\eta}=\operatorname{Re}\big[\psi(N+1+i\eta)-\psi(1+i\eta)\big],$$

whose first term tends to $\ln N$ for $N\gg1,\eta$. $\square$

**Proof of the theorem.** Add (8) and (9). The length $b_0$ cancels:

$$L=\sum_nf_n\ln\frac{2kv}{\omega_n}-\gamma-\operatorname{Re}\psi(1+i\eta).$$

Since $kv/\omega_n=mv^2/(\hbar\omega_n)$ and $-\gamma=\psi(1)$, this is (1). At $\eta=0$ it reproduces Proposition 1, including the constant 2.

For the limits, write the correction as

$$\psi(1)-\operatorname{Re}\psi(1+i\eta)=\sum_{n=1}^\infty\left[\frac{n}{n^2+\eta^2}-\frac1n\right]=-\eta^2\sum_{n=1}^\infty\frac{1}{n(n^2+\eta^2)}. \tag{11}$$

For small $\eta$ it is $-\zeta(3)\eta^2$. For large $\eta$, use $\psi(1+i\eta)=\psi(i\eta)+1/(i\eta)$ and $\psi(w)\simeq\ln w-1/(2w)-1/(12w^2)$. The terms in $1/\eta$ are imaginary, so the correction is $-\gamma-\ln\eta-1/(12\eta^2)$. Its first two terms turn $2mv^2/(\hbar\omega)$ into $2e^{-\gamma}mv^2/(\eta\hbar\omega)$, which is (2). At given $\omega$, $\hbar$ has disappeared. $\square$

## Why a momentum cut hides the correction

For $\eta\gg1$ the classical orbit gives $\tan(\theta/2)=\eta/(kb)$. With $q=2k\sin(\theta/2)$,

$$b^2=\frac{\eta^2}{k^2}\left(\frac{4k^2}{q^2}-1\right),\qquad |d(\pi b^2)|=8\pi\eta^2\frac{dq}{q^3}.$$

This is the Born weight in (4), so the close part above $q_0$ is again $\ln(2k/q_0)$. The change sits in the dipole part. Small transfers $q<q_0$ now belong to $b>2\eta/q_0$. This radius must lie well below $v/\omega$, so $q_0\gg\eta\omega/v$ is needed, a stricter condition than Bethe's $q_0\gg\omega/v$. Then (8) with this radius gives $\ln[e^{-\gamma}vq_0/(\omega\eta)]$ instead of Born's $\ln(vq_0/\omega)$. The total is Bohr's logarithm. First-order theory in momentum space thus assigns the wrong weight to small transfers when $\eta$ is large, although its law for free binary collisions is right.

## Numerical evidence

The cutoff in Lemma 4 can be tested without a sharp cut in $l$, using a potential for which the sum (10) converges by itself. Replace binding by screening, $V\propto e^{-r/a}/r$ with $ka=80$, compute phase shifts numerically and subtract the Born value. Averaged over both signs of charge, the correction is $-0.248$, $-0.668$ and $-1.280$ for $\eta=0.5,1,2$; Bloch's term is $-0.248$, $-0.672$ and $-1.292$. The numerical values are uncertain by about 0.001. The averaging matters, since each sign alone departs from the mean by about 0.05, 0.08 and 0.12. The remaining difference from Bloch's term shrinks as the screening length grows: at $\eta=2$ it is 0.036 for $ka=40$ and about 0.012 for $ka=80$.

Bohr's limit was tested on classical trajectories of a harmonically bound electron with $mv^3/(ze'^2\omega)=1000$. An attracting projectile gives $L\approx7.05$, a repelling one $L\approx7.00$. Their mean, 7.025, lies about 0.002 above Bohr's 7.024. The trajectories cover only $|\omega t|\le10$, and in the dipole approximation this truncation alone raises $L$ by 0.002. The difference between the signs is an effect odd in $z$, which (1) omits.

## Hydrogen at $v=20v_0$

Here $v=4.375\times10^7$ m/s, or $0.146c$; relativistic effects are left out. Diagonalization gives $I=14.99$ eV, and $2mv^2=21769$ eV, so Bethe's value is $L=\ln(21769/14.99)=7.281$. The window (7) runs from $a_0=5.29\times10^{-11}$ m to $\hbar v/I=1.92\times10^{-9}$ m, a factor of 36.

| $z$ | $\eta$ | Bloch term | $L$ | Bohr $L$ | $S$ (J m²) |
|---|---|---|---|---|---|
| 1 | 0.05 | −0.003 | 7.278 | 9.699 | $2.79\times10^{-39}$ |
| 10 | 0.5 | −0.248 | 7.032 | 7.397 | $2.70\times10^{-37}$ |
| 60 | 3 | −1.685 | 5.596 | 5.605 | $7.73\times10^{-36}$ |

For $z=60$ the prefactor is $1.381\times10^{-36}$ J m², and multiplication by 5.596 gives the last entry, equal to $4.82\times10^{-17}$ eV m². Bethe's logarithm alone would give $1.005\times10^{-35}$ J m².

For the proton, Bloch's term is about as small as the neglected velocity correction of $-0.0025$. Both lower $L$. A value good to 0.001 needs both, and also the omitted term odd in $z$, which raises $L$ for an attracting projectile; estimates for a classical oscillator of frequency $I/\hbar$ range from $+0.001$ to $+0.003$ here, depending on the smallest impact parameter included. It needs relativity as well. With $\beta=v/c=0.146$ and $\alpha$ the fine-structure constant, the Dirac treatment of close collisions adds about $+0.0018$, close to Mott's $\pi z\alpha\beta/2$, and the kinematic term $-\ln(1-\beta^2)-\beta^2$ adds $+0.0002$. For $z=10$ neither limit suffices: relative to (1), Bethe's $L$ is 3.5% high and Bohr's 5.2% high. For $z=60$, Bohr's $L$ agrees with (1) to 0.2%, but $z(v_0/v)^2=0.15$ is not very small. That agreement compares two formulas which both omit terms odd in $z$, and does not measure the accuracy of either. The same oscillator estimate puts the odd term at $+0.06$ to $+0.12$ for this ion, and Dirac scattering from a point charge adds about $+0.08$. Each is 1 to 2% of $L$, well above the gap of 0.009 between the two formulas. The numerical output below lists the remaining values.

## Table of computed values

```
ln(I/rydberg) = 0.09698
I of H = 14.991 eV
largest error of sum f_n(q) = 1: 2.1e-08
v/v0=5: Born L=4.46401, Bethe L=4.50819, gap=-0.04418, gap*(v/v0)^2=-1.105
v/v0=10: Born L=5.88412, Bethe L=5.89448, gap=-0.01036, gap*(v/v0)^2=-1.036
v/v0=20: Born L=7.27825, Bethe L=7.28078, gap=-0.00252, gap*(v/v0)^2=-1.010
screened field, k*a = 80:
eta=0.5: numerical correction=-0.2478, Bloch=-0.2483
eta=1.0: numerical correction=-0.6684, Bloch=-0.6719
eta=2.0: numerical correction=-1.2795, Bloch=-1.2918
join errors at v/v0=1000, eta=3, b0/a0=5,10,20: -2.5e-04, -7.1e-04, -1.9e-03
classical m v^3/(z e'^2 omega) = 1000
classical L, attraction = 7.0526
classical L, repulsion = 6.9981
classical L, mean = 7.0254; Bohr L = 7.0237
Bohr constant 2 exp(-gamma) = 1.1229
Example: v/v0 = 20
v = 4.3754e+07 m/s; v/c = 0.1459
2 m v^2 = 21769.1 eV
a0 = 5.2918e-11 m; 1/k = 2.6459e-12 m
hbar v/I = 1.9211e-09 m
Bethe L = 7.2808
z=1: eta=0.050, z(v0/v)^2=0.0025, eta/k=1.323e-13 m
  Bloch term=-0.00300, L=7.2778, Bohr L=9.6993
  prefactor=3.8354e-40 J m^2, S=2.7913e-39 J m^2 = 1.7422e-20 eV m^2
  S with Bethe L=2.7925e-39 J m^2
z=10: eta=0.500, z(v0/v)^2=0.0250, eta/k=1.323e-12 m
  Bloch term=-0.24833, L=7.0324, Bohr L=7.3967
  prefactor=3.8354e-38 J m^2, S=2.6972e-37 J m^2 = 1.6835e-18 eV m^2
  S with Bethe L=2.7925e-37 J m^2
z=60: eta=3.000, z(v0/v)^2=0.1500, eta/k=7.938e-12 m
  Bloch term=-1.68520, L=5.5956, Bohr L=5.6049
  prefactor=1.3808e-36 J m^2, S=7.7261e-36 J m^2 = 4.8223e-17 eV m^2
  S with Bethe L=1.0053e-35 J m^2
```
